# The parabolic negative-ion core of an electronegative plasma

Suppose the loss of positive ions from an electronegative plasma is estimated as in an ordinary electron–ion plasma, by multiplying the ion density gradient by the ambipolar coefficient $(1+T_e/T_i)D_+$. With electrons a hundred times hotter than the ions, and negative ions far more numerous than electrons, the estimate is too large by a factor of about fifty. The ionization rate needed to sustain the discharge is then wrong by the same factor. A second error lies close by: if recombination is dropped from every equation because it is weak, confined negative ions have no loss left, and attachment makes their density grow without limit, so no steady state exists.

Consider a steady plasma slab, $-L\le x\le L$, symmetric about $x=0$, containing electrons and singly charged positive and negative ions. The planes $x=\pm L$ are the edges of the quasineutral plasma. Any wall lies beyond them, behind a sheath, and ionization and attachment in the sheath are left out. Their densities are $n_e$, $n_+$ and $n_-$, and quasineutrality gives $n_+=n_-+n_e$. Both ion species have temperature $T_i$, the electrons have temperature $T_e$, and $\gamma=T_e/T_i\gg1$. Temperatures are energies. The algebra uses atomic units, $\hbar=m_e=e=1$, so a rate is also an energy. Numbers are in eV and Å: a quoted rate is $\hbar\nu$, and a quoted diffusion coefficient is $\hbar D$.

The ions drift and diffuse through a neutral gas with constant coefficients $D_\pm$. The Einstein relation makes their mobilities $D_\pm/T_i$, so that

$$
\Gamma_+=-D_+\left(n_+'-\frac{n_+E}{T_i}\right),\qquad
\Gamma_-=-D_-\left(n_-'+\frac{n_-E}{T_i}\right),
$$

where a prime is $d/dx$ and the field $E$ pushes positive ions towards positive $x$. The electrons are mobile enough for their pressure force to balance the electric force:

$$
T_e n_e'=-n_eE .
$$

Divide each ion law by its diffusion coefficient and add:

$$
n_+'+n_-'-(n_+-n_-)\frac{E}{T_i}
=-\left(\frac{\Gamma_+}{D_+}+\frac{\Gamma_-}{D_-}\right).
$$

By quasineutrality $n_++n_-=2n_-+n_e$ and $n_+-n_-=n_e$. The electron balance gives $-n_eE/T_i=\gamma n_e'$. Therefore

$$
\boxed{\left[2n_-+(1+\gamma)n_e\right]'
=-\left(\frac{\Gamma_+}{D_+}+\frac{\Gamma_-}{D_-}\right).}
$$

The bracket is the total pressure divided by $T_i$, and the right side is the friction of the ions on the gas. No assumption about uniform electrons or about the size of the negative-ion flux has entered yet.

It is tempting to set $n_e'=0$ here because the electron density is nearly uniform. That is not justified by uniformity alone, since $n_e'$ is multiplied by the large number $1+\gamma$. Its size follows from the negative-ion law. If the friction term $\Gamma_-/D_-$ is small compared with $n_-'$, a condition examined below, then

$$
\frac{n_-'}{n_-}=-\frac{E}{T_i}=\gamma\frac{n_e'}{n_e},
\qquad
(1+\gamma)n_e'=\left(1+\frac1\gamma\right)\frac{n_e}{n_-}\,n_-'.
$$

The pressure balance becomes

$$
\Gamma_+=-D_+\left[2+\left(1+\frac1\gamma\right)\frac{n_e}{n_-}\right]n_-' .
$$

This has two limits. When $n_-\gg n_e$ the second term in the bracket is negligible, and $\Gamma_+=-2D_+n_-'$. The factor two has a simple origin: the field that holds the negative ions in place pulls the positive ions outward, and for nearly equal densities this pull equals the positive ions' own pressure force. When $n_-\ll n_e$ the second term dominates. Replacing $n_-'/n_-$ by $\gamma n_e'/n_e$ then gives $\Gamma_+=-(1+\gamma)D_+n_e'$. This has the form of the ordinary ambipolar law, but with the electron gradient. The ion gradient is $n_+'=(1+\gamma n_-/n_e)n_e'$, so $1+\gamma$ multiplies the ion gradient only when $n_-\ll n_e/\gamma$. With $\gamma=100$ and $n_-=0.1n_e$, the coefficient of $n_+'$ is $11D_+$, not $101D_+$. The large coefficient belongs to a plasma with very few negative ions and not to the core.

Let $n_{e0}$ and $n_{-0}$ be the central densities, and define $\alpha=n_-/n_{e0}$ with central value $\alpha_0$. Positive ions are produced at the rate $\nu_{iz}n_e$ per volume and lost by recombination with negative ions at the rate $kn_+n_-$. With uniform $\nu_{iz}$, nearly uniform electrons and weak recombination, the production is uniform. Symmetry requires $\Gamma_+(0)=0$, so

$$
\Gamma_+'=\nu_{iz}n_{e0},\qquad \Gamma_+=\nu_{iz}n_{e0}x .
$$

For $\gamma\to\infty$, where the electrons become uniform at any fixed nonzero $\alpha/\alpha_0$, the flux law reads

$$
\left(2+\frac1\alpha\right)\alpha'=-\frac{\nu_{iz}x}{D_+}.
$$

Integration from the centre gives

$$
2\alpha+\ln\alpha=2\alpha_0+\ln\alpha_0-\frac{\nu_{iz}x^2}{2D_+}.
$$

Call the right side $K$. Exponentiating and multiplying by two gives $2\alpha e^{2\alpha}=2e^K$, so $\alpha=\tfrac12W(2e^K)$, where $W$ is the Lambert function, defined by $We^W=z$. The departure from a parabola is easier to see after rearrangement:

$$
\alpha=\alpha_0-\frac{\nu_{iz}x^2}{4D_+}
+\frac12\ln\frac{\alpha_0}{\alpha}.
$$

The logarithm is positive away from the centre, so at finite electronegativity the profile lies above the parabola. Relative to $\alpha_0$ the correction is $\ln(\alpha_0/\alpha)/(2\alpha_0)$, which is small when $\alpha_0$ is large and $\alpha$ is not close to zero. Then, to leading order,

$$
n_-(x)=n_{-0}-\frac{\nu_{iz}n_{e0}}{4D_+}x^2 .
$$

If the core fills the slab and its edge density is small compared with $n_{-0}$, setting the leading-order density to zero at $x=L$ gives

$$
\boxed{n_-(x)=n_{-0}\left(1-\frac{x^2}{L^2}\right),\qquad
\nu_{iz}=\frac{4D_+\alpha_0}{L^2}.}
$$

The second relation is a condition for a steady discharge. A larger $\alpha_0$ means a steeper ion gradient for the same number of electrons, so each electron must ionize faster. If instead $\nu_{iz}$ and $\alpha_0$ are such that the parabola reaches zero well inside the slab, the core is surrounded by a layer with few negative ions. Attachment in that layer feeds the core, and the negative-ion budget that follows must be changed to include it.

That budget determines $\alpha_0$. Electrons attach to the gas at the rate $\nu_{att}n_e$. Detachment is taken to be absent, and the field keeps negative ions from leaving, so $\Gamma_-(L)=0$. Their continuity equation is

$$
\Gamma_-'=\nu_{att}n_e-kn_+n_- .
$$

Since $\Gamma_-$ vanishes at both $0$ and $L$, integration gives

$$
\nu_{att}\int_0^Ln_e\,dx=k\int_0^Ln_+n_-\,dx .
$$

Recombination can therefore never be omitted from this equation. Dividing by the total ionization $\nu_{iz}\int_0^L n_e\,dx$ shows what its neglect elsewhere means:

$$
\frac{\text{total recombination}}{\text{total ionization}}
=\frac{\nu_{att}}{\nu_{iz}} .
$$

This ratio holds for any profile in the present model. Recombination is a weak loss of positive ions when attachment is much slower than ionization.

To find $\alpha_0$, put $n_e=n_{e0}$, $n_-=n_{e0}\alpha$ and $n_+=n_{e0}(\alpha+1)$, with $\alpha=\alpha_0(1-\xi^2)$ and $\xi=x/L$. The two integrals needed are

$$
\int_0^1(1-\xi^2)^2d\xi=1-\frac23+\frac15=\frac8{15},\qquad
\int_0^1(1-\xi^2)d\xi=\frac23 .
$$

The budget becomes a quadratic equation,

$$
\frac8{15}\alpha_0^2+\frac23\alpha_0=R,\qquad
R=\frac{\nu_{att}}{kn_{e0}},
$$

whose positive root is

$$
\alpha_0=\frac{-\frac23+\sqrt{\frac49+\frac{32}{15}R}}{\frac{16}{15}} .
$$

For large $\alpha_0$ we have $\nu_{att}\simeq\frac8{15}\alpha_0^2kn_{e0}$. Dividing by $\nu_{iz}=4D_+\alpha_0/L^2$ gives

$$
\frac{\nu_{att}}{\nu_{iz}}\simeq\frac{2}{15}\,\frac{\alpha_0kn_{e0}L^2}{D_+} .
$$

The parabola thus occupies a window. The electronegativity must be large enough for the electron-pressure term to be small, but not so large that this ratio approaches one. Raising the electron density or the slab width at fixed $\alpha_0$ closes the window from above.

The neglected negative-ion friction can now be calculated. For $\alpha_0\gg1$ the budget gives $kn_{e0}\alpha_0^2=\frac{15}{8}\nu_{att}$, so

$$
\Gamma_-'=\nu_{att}n_{e0}\left[1-\frac{15}{8}(1-\xi^2)^2\right].
$$

Integrating from the centre, with $dx=L\,d\xi$,

$$
\begin{aligned}
\Gamma_-&=\nu_{att}n_{e0}L\left[\xi-\frac{15}{8}
\left(\xi-\frac{2\xi^3}{3}+\frac{\xi^5}{5}\right)\right]\\
&=-\nu_{att}n_{e0}L\left(\frac78\xi-\frac54\xi^3+\frac38\xi^5\right).
\end{aligned}
$$

For $x>0$ the flux is inward. Attachment is uniform while recombination is concentrated near the centre, so negative ions must travel from the outer core to the middle. Compared with positive-ion friction,

$$
\frac{|\Gamma_-|/D_-}{\Gamma_+/D_+}
=\frac{\nu_{att}}{\nu_{iz}}\frac{D_+}{D_-}
\left(\frac78-\frac54\xi^2+\frac38\xi^4\right).
$$

The last bracket has derivative $-\xi(5-3\xi^2)/2$, which is negative for $0<\xi\le1$. It falls from $7/8$ to zero, so the ratio is at most $\frac78(\nu_{att}/\nu_{iz})(D_+/D_-)$ at this order. Because $n_-'\simeq-\Gamma_+/(2D_+)$, negative-ion friction relative to $|n_-'|$ is twice this ratio. It is small under the same condition, provided $D_-$ is not much smaller than $D_+$.

Differentiating the pressure balance at large $\alpha_0$ shows how recombination distorts the centre:

$$
-2n_-''(0)=\frac{n_{e0}}{D_+}\left[\nu_{iz}
-\frac{15}{8}\nu_{att}-\frac78\frac{D_+}{D_-}\nu_{att}\right].
$$

The first correction is the central loss of positive ions, and the second is the friction of the inward negative-ion flux. At a given $\nu_{iz}$ both reduce the curvature. The ionization rate needed to sustain the discharge also rises, which offsets part of the reduction, so the net flattening of the profile is smaller than these two terms suggest.

The assumption of uniform electrons can be checked in the same way. The negative-ion balance gives

$$
E=-T_i\frac{n_-'}{n_-}=\frac{2T_ix}{L^2-x^2}.
$$

Integrating from the centre, the potential drop is $\Delta\phi=T_i\ln[1/(1-\xi^2)]$. The electron density is $n_{e0}e^{-\Delta\phi/T_e}$, or

$$
\frac{n_e}{n_{e0}}=(1-\xi^2)^{1/\gamma}.
$$

The potential is of order $T_i$, enough to confine the cold negative ions but too small to affect the hot electrons much. The electrons stay nearly uniform as long as the logarithm is small compared with $\gamma$. The power law also needs the friction of the electrons on the gas to be small beside the electric force on them. Their flux nearly equals $\Gamma_+$, so the ratio is about $2\alpha\mu_+/\mu_e$, where $\mu_+$ and $\mu_e$ are the mobilities, and the condition is $\alpha_0\ll\mu_e/2\mu_+$. When it fails the electron density falls faster, while the parabola and $\nu_{iz}$ are hardly affected: in the example below, $\mu_e/\mu_+=300$ lowers $n_e/n_{e0}$ at $\xi=0.8$ from 0.990 to 0.987. The formula itself fails at $\xi=1$, where it gives $n_e=0$ because the parabola has no edge density.

The edge also limits the transport law. At large $\alpha$ the parabola implies a positive-ion drift speed

$$
u=\frac{\Gamma_+}{n_+}\simeq\frac{4D_+}{L}\,\frac{\xi}{1-\xi^2},
$$

which grows without bound as $\xi\to1$ because $n_e$ has been dropped from $n_+$. Keeping it makes the speed at $\xi=1$ finite, $4D_+\alpha_0/L$, but nothing ties that value to the speed at which ions can leave. The edge density must be set by an exit condition. As a simple boundary model, let positive ions leave at $c=\sqrt{T_i/M_+}$, where $M_+$ is their mass, and define $\lambda=D_+/c$. Then $\Gamma_+(L)=n_+(L)c$ gives

$$
\frac{n_+(L)}{n_{e0}}\simeq\frac{\nu_{iz}L}{c}=\frac{4\lambda\alpha_0}{L} .
$$

The edge density is small relative to the central density when $4\lambda/L\ll1$. If $4\lambda\alpha_0/L$ falls below one, this estimate would put fewer positive ions than electrons at the edge, which quasineutrality forbids. The leading formulas then fail near the edge: the ionization rate must exceed $4D_+\alpha_0/L^2$, the electron density drops there, and as $\alpha_0$ falls further the core gradually withdraws from the edge.

For a numerical case, choose $T_e=3$ eV, $T_i=0.03$ eV, $L=10^8$ Å, $n_{e0}=10^{-17}$ Å$^{-3}$, $\nu_{att}=10^{-12}$ eV and $\hbar k=50$ eV Å$^3$. The ion masses are $M_+=6\times10^4$ and $M_-=3\times10^4$ electron masses, and both species have momentum-transfer rate $\nu_m=2\times10^{-9}$ eV. From $D_\pm=T_i/(M_\pm\nu_m)$, conversion to the stated units gives $D_+=1905$ eV Å$^2$ and $D_-=3810$ eV Å$^2$. These are model parameters and represent no particular gas. The budget gives

$$
R=\frac{10^{-12}}{50\times10^{-17}}=2000,\qquad
\alpha_0=60.6,
$$

so $n_{-0}=6.06\times10^{-16}$ Å$^{-3}$, or $6.06\times10^8$ cm$^{-3}$. The required ionization rate is

$$
\nu_{iz}=\frac{4(1905)(60.6)}{10^{16}}\ \text{eV}
=4.62\times10^{-11}\ \text{eV},
$$

equivalent to $7.0\times10^4$ s$^{-1}$. Hence $\nu_{att}/\nu_{iz}=0.022$: about two per cent of the positive ions recombine, and the rest leave through the plasma edges.

These values were compared with a numerical solution of the full drift-diffusion equations, keeping nonuniform electrons, recombination, both ion fluxes and the chosen exit condition. It gives $\alpha_0=60.3$ and $\nu_{iz}=4.79\times10^{-11}$ eV. At $\xi=0.6$ the density ratio $n_-/n_{-0}$ is 0.644, against 0.640 for the parabola; at $\xi=0.9$ it is 0.199 against 0.190. The largest deviation, 0.024 of the central density, equals the finite edge value $1.43/60.3$.

The ionization rate is nearly four per cent above the formula, and the integrated pressure balance shows why. Integrating it over the half-slab, with the fluxes found above, gives

$$
\frac{\nu_{iz}L^2}{2D_+}\simeq
2(\alpha_0-\alpha_L)+(1+\gamma)(1-s_L)
+\left(\frac{11}{16}+\frac3{16}\frac{D_+}{D_-}\right)
\frac{\nu_{att}L^2}{D_+},
$$

where $\alpha_L=1.43$ and $s_L=0.963$ are the numerical edge values of $n_-/n_{e0}$ and $n_e/n_{e0}$. The fractions come from integrating the recombination loss and $\Gamma_-$ over $\xi$. The terms are $117.7+3.7+4.1=125.5$, while the numerical rate makes the left side 125.7. The leading formula has $2\alpha_0=121.2$. In this case the finite edge density and the slightly lower $\alpha_0$ together nearly cancel the electron pressure, and most of the excess comes from recombination and negative-ion friction.

The other approximations are also good in the interior. The negative-ion friction ratio has the leading-order bound 0.0095, and its largest numerical value is 0.0092. At $\xi=0.8$ the potential has dropped by about 0.03 eV and the electron density by one per cent. The drift speed there is $0.083c$. The central ion Debye length, $\sqrt{T_i/(8\pi n_{-0})}$, is $3.7\times10^5$ Å, or 0.4 per cent of $L$. That alone does not justify $n_+-n_-=n_e$, because $n_e$ is a small difference between two large densities. The net charge density must be small compared with $n_e$. Gauss's law gives it as $E'/4\pi$, and with the field found above

$$
\frac{E'}{4\pi n_{e0}}=\frac{T_i}{2\pi n_{e0}L^2}\,\frac{1+\xi^2}{(1-\xi^2)^2} .
$$

This is 0.003 at the centre, 0.04 at $\xi=0.8$ and 0.17 at $\xi=0.9$.

Quasineutrality is therefore doubtful beyond about $\xi=0.9$, and the edge itself is less secure still. The predicted edge value of $n_+/n_{e0}$ is 2.37 and the numerical one is 2.39, but both rest on the same boundary model. Scaling the Debye length to the edge ion densities gives about $0.021L$. The negative-ion density varies over a shorter distance: setting $\Gamma_+=n_+c$ in the flux law gives $n_-/|n_-'|=\lambda[2n_-+(1+1/\gamma)n_e]/n_+\simeq0.016L$ at the edge. Quasineutrality is not justified at that point, and neither is the neglect of ion inertia, since the drift speed has reached $c$. The agreement supports the core solution for this exit condition, not a description of the sheath. It also depends on the exit speed chosen. The ion-sound speed of the mixture, for isothermal ions and Boltzmann negative ions, is $c\sqrt{1+\gamma(n_e+n_-)/(n_e+\gamma n_-)}$, about $1.6c$ at this edge, so ions leaving at $c$ have not reached the Bohm speed. With an exit speed of $2.1c$ the ionization rate lies 8 per cent above the formula. With $3.2c$ it lies 18 per cent above, and the negative ions have withdrawn from the edge. The drift does not reach the ion-sound speed anywhere in the slab until the rate is about 30 per cent above the formula; the edge electron density is then $0.71n_{e0}$ and the core no longer fills the slab.

The sheath would matter in this example. Suppose the wall draws no net current and the electrons are Maxwellian. Equating the electron flux $n_e\sqrt{T_e/2\pi}\,e^{-\Delta\phi/T_e}$ to the ion flux $n_+c$, with the edge densities found above, gives a sheath drop $\Delta\phi$ of about 18 V. The electron Debye length, $\sqrt{T_e/(4\pi n_{e0})}$, is $4.1\times10^7$ Å, or $0.41L$. The sheath would then be comparable in thickness with the slab, and ionization and attachment inside it could not be ignored. The case tests the core formulas for an imposed plasma edge. It is not a complete discharge between walls at $x=\pm L$. For a thin sheath the electron Debye length $\lambda_{De}$ must be much smaller than $L$, which calls for a denser or wider plasma. At fixed $\alpha_0$, however, that also strengthens recombination. Multiplying the leading estimate of $\nu_{att}/\nu_{iz}$ by $(\lambda_{De}/L)^2$ gives

$$
\frac{\nu_{att}}{\nu_{iz}}\left(\frac{\lambda_{De}}{L}\right)^2
\simeq\frac{\alpha_0kT_e}{30\pi D_+},
$$

which depends on neither $n_{e0}$ nor $L$. Here it is 0.0035, so reducing $\lambda_{De}/L$ to 0.1 at the same $\alpha_0$ would raise the leading estimate of $\nu_{att}/\nu_{iz}$ to 0.35, too large for recombination to be neglected. A thin sheath and a parabolic core are compatible only if this product is small enough.

Two further cases show the ends of the window. With $\gamma\to\infty$, no recombination, $\alpha_0=1$ and $\nu_{iz}$ set to $4D_+\alpha_0/L^2$, the implicit solution gives $n_-/n_{-0}=0.608$ at $\xi=0.8$, where the parabola gives 0.360. The electrons are uniform, yet the parabola fails. With $\alpha_0=60.6$ the same solution gives 0.368.

At the other end, raise both $\nu_{att}$ and $k$ by a factor of thirty. Their ratio, and so the predicted $\alpha_0$, is unchanged, but the full solution now has $\nu_{att}/\nu_{iz}=0.34$. At fixed $\nu_{iz}$, the leading estimate of the relative reduction in central curvature is $0.34(15/8+7/16)\simeq0.8$, too large to be treated as a correction. The higher ionization rate offsets part of this reduction, but not all of it. The density ratio at $\xi=0.6$ rises from 0.644 to 0.727, confirming the flattening. The central electronegativity falls to 57.2, because a flatter profile has a larger mean square for a given centre, while the budget fixes the total recombination per electron. The full set of values is in the numerical output.

## Computed results

```
Te = 3.00 eV, Ti = 0.030 eV, gamma = 100
M_pos = 60000, M_neg = 30000 electron masses
ion momentum-transfer rate = 2.00e-09 eV
half-width L = 1.00e+08 A = 1.00 cm
electron density ne0 = 1.00e-17 A^-3
recombination coefficient = 50.0 eV A^3
attachment rate = 1.00e-12 eV
D_pos = 1905.0 eV A^2, D_neg = 3810.0 eV A^2
hbar*exit speed c = 1.9519e-03 eV A
mean path D_pos/c = 9.760e+05 A
nu_att/(k_rec*ne0) = 2000.0 (no unit)
alpha0: formula 60.62, full 60.27
n_neg0 formula = 6.062e-16 A^-3
n_neg0 formula = 6.062e+08 cm^-3
nu_iz: formula 4.619e-11 eV, full 4.791e-11 eV
nu_iz formula = 7.017e+04 s^-1
nu_att/nu_iz formula = 0.0217
recombined/ionized, full = 0.0209
x/L=0.2: n_neg/n_neg0 parabola 0.960, full 0.961
x/L=0.4: n_neg/n_neg0 parabola 0.840, full 0.842
x/L=0.6: n_neg/n_neg0 parabola 0.640, full 0.644
x/L=0.8: n_neg/n_neg0 parabola 0.360, full 0.366
x/L=0.9: n_neg/n_neg0 parabola 0.190, full 0.199
largest profile deviation = 0.0237
edge n_pos/ne0: formula 2.366, full 2.389
edge n_neg/ne0, full = 1.426
edge ne/ne0, full = 0.9631
friction ratio: bound 0.0095, full 0.0092
negative flux: max error/max formula = 0.031
E*L/Ti at x/L=0.6: formula 1.875, full 1.868
drop to x/L=0.8: formula 0.0306, full 0.0304 eV
ne/ne0 at x/L=0.8: formula 0.9898, full 0.9899
drift speed/c at x/L=0.8, full = 0.0827
central ion Debye length = 3.698e+05 A
uniform ne, alpha0=1: n_neg/n_neg0 at 0.8 = 0.608
uniform ne, alpha0=60.6: same ratio = 0.368
30x case: nu_att/nu_iz = 0.342
30x case: n_neg/n_neg0 at x/L=0.6 = 0.727
30x case: alpha0 full = 57.20
```
